Why two facets of one metal have different potentials just outside them

**1. A number to explain**

A flat metal slab, 40 bohr thick, carries no net charge and stands in no external field. Its left face A has a sharp edge; its right face B is more open. In the vacuum on either side the electric field is zero. Yet an electron at rest in the left vacuum has an electrostatic energy 0.01365 hartree higher than one at rest in the right vacuum.

Two other slabs were computed separately, one with two A faces and one with two B faces. By symmetry neither has any such difference between its sides. Their work functions are 0.13110 and 0.11752 hartree, which differ by 0.01358 hartree. Why should a difference between two separate slabs reappear as a potential difference across a third?

Hartree atomic units are used. U(r) is the electrostatic potential energy of an electron, so the electrostatic potential is φ = −U. The metal is jellium: a fixed positive background of density n₊ replaces the ions, with bulk value n̄ = 0.008842 bohr⁻³ (r_s = 3 bohr). At face B the background has half density over a terrace 4 bohr wide, centred on the edge position of face A. This is a laterally averaged picture of a stepped surface. The electrons, at kT = 0.010 hartree, obey the Kohn-Sham equations in the local density approximation with Wigner correlation. Atomic structure and lateral variation are left out, and exchange and correlation are approximate, so the numbers describe this model and no particular metal. The temperature, about 3160 K, is far above room temperature and matters for the numbers: in slabs 80 bohr thick the difference between the faces grows from 0.0137 hartree at kT = 0.010 to about 0.0146 at kT = 0.005 and 0.0147 to 0.0148 at kT = 0.003 hartree.

**2. The simple case: a slab with equal faces**

Let n be the electron density. Poisson's equation φ'' = −4π(n₊ − n) becomes, with U = −φ,

U''(z) = 4π(n₊ − n).

Take a face whose outward coordinate is s, and start at a point s₀ deep in the metal, where the medium is neutral and U' = 0. Far outside, U' = 0 as well. Integrating U'' between these points shows that the net charge of the surface region vanishes:

∫ (n₊ − n) ds = 0.

The rise of U through the surface follows by integration by parts:

D = ∫ U' ds = [s U'] − ∫ s U'' ds = 4π ∫ s (n − n₊) ds.

The bracket vanishes because U' is zero at both ends. The choice of origin for s does not matter, because the net charge is zero. Electrons that spill outward make the integral positive, so they form a double layer that raises U on the way out.

Now let μ̄ be the electrochemical potential, the free energy needed to add one electron to the metal, electrostatic energy included. The work function is

W = U_out − μ̄,

where U_out is the value of U just outside the face. "Just outside" means, for the moment, beyond the tail of the electron density. In the A|A slab, U at about 8 bohr from the face is within 1.2 × 10⁻⁵ hartree of its plateau, so this distance suffices for face A. At face B, whose terrace reaches 2 bohr further out, U at 8 bohr from the edge position is still 1.1 × 10⁻⁴ hartree below its plateau, and about 10 bohr are needed for the same closeness.

One refinement concerns the definition. A real electron at distance x from a metal is also attracted by the charge it induces. The force is that of an image charge at distance 2x, 1/(2x)² = 1/(4x²), and its integral from x to infinity gives an energy −1/(4x). U is the mean potential without this test electron, so the image energy is not part of it. The distance x is counted from the image plane, whose position depends on the face: measured from the common edge position it lies about 1.4 bohr out at A and 3.4 bohr out at B. The image energies above two large facets cancel in the difference at equal distances from these planes. At equal heights above the edge position they cancel only far out: they differ by about 0.017 hartree at 8 bohr and 0.0004 hartree at 40 bohr.

Deep inside write μ̄ = U_in + μ_b. The term μ_b belongs to the bulk: it is the chemical potential measured from the interior electrostatic energy. With U_out = U_in + D,

W = (U_in + D) − (U_in + μ_b) = D − μ_b.

For jellium μ_b can be found without any surface. It is the chemical potential of free electrons plus the exchange-correlation potential v_xc(n̄). At low temperature T (in energy units) the Sommerfeld expansion of the electron number, at fixed density, reads

μ_kin^(3/2) [1 + π²T²/(8μ_kin²)] = E_F^(3/2).

Taking the power 2/3 and keeping the order T² gives μ_kin = E_F [1 − π²T²/(12E_F²)], hence

μ_b = E_F [1 − π²T²/(12E_F²)] + v_xc(n̄).

This formula gives −0.04392 hartree, and so does the centre of the A|B slab. The agreement in the last digit is partly luck. With grid spacing h and Fermi wave number k_F, the grid lowers the numerical value by about h²k_F⁴/120 = 9 × 10⁻⁵ hartree, and the finite thickness raises it by about as much. The work functions of the symmetric slabs then correspond to the steps

D_A = W_A + μ_b = 0.13110 − 0.04392 = 0.08718 hartree,

D_B = W_B + μ_b = 0.11752 − 0.04392 = 0.07360 hartree.

The bulk term is common; the whole difference in W sits in the double layers.

The size of the difference can be read from the background. Relative to a sharp edge, the terrace of width w moves an amount (n̄/2)(w/2) = n̄w/4 of positive charge per area outward by a mean distance w/2. The moment changes by n̄w²/8. If the electrons stayed where they were, D would fall by

4πn̄w²/8 = 4π × 0.008842 × 16/8 = 0.222 hartree.

The computed fall is 0.01358 hartree, about 6% of this. Since D is linear in the charge density, the other 94% is cancelled by electrons that move outward with the background. What survives is a small remainder of two large changes, and it lowers the work function of the open face.

**3. Generalization: two different faces on one slab**

In the A|B slab both faces share the same interior. Let δN electrons pass from region 1 to region 2 at fixed temperature. The free energy changes by

δF = (μ̄₂ − μ̄₁) δN.

In equilibrium δF must vanish to first order for either sign of δN, so μ̄₁ = μ̄₂. The argument needs electrons that can move between the regions, a common temperature and no steady current. It makes no use of the jellium model or of the local density approximation.

With one μ̄ for both faces, the definitions are

W_A = U_A − μ̄,

W_B = U_B − μ̄,

and subtraction gives the result:

U_A − U_B = W_A − W_B.

In terms of the electrostatic potential, φ_A − φ_B = −(W_A − W_B): the potential is lower outside the facet with the higher work function. If W_A ≠ W_B, the two outside potentials cannot be equal.

This answers the question of section 1. Each face brings its own step from the common interior level, so U_A − U_B = D_A − D_B. The A|B slab gives 0.01365 hartree and the separate slabs give 0.01358 hartree, which is 0.370 eV, or a potential difference of 0.370 V. The mismatch of 0.00007 hartree is 0.5% of the difference. It comes from the finite thickness: it changes sign for a slab of 41 bohr and falls to about 2 × 10⁻⁶ hartree at 60 bohr. The thickness also limits the accuracy of the values themselves. Between 40 and 80 bohr W_A and W_B move by up to 0.0001 hartree, and their difference varies by about 1%, settling at 0.01368 hartree (0.372 eV) for thick slabs. The 40 bohr values are kept in what follows.

The limit of equal faces is recovered at once: W_A = W_B gives U_A = U_B, as symmetry demands for A|A.

**4. A closed path, and what the infinite slab hides**

Take an electron out through A, carry it slowly through the vacuum to B, put it in through B, and let it return through the metal at constant μ̄. The works done on it are W_A, then U_B − U_A, then −W_B, then zero. Their sum is

W_A + (U_B − U_A) − W_B = 0

by the result above. Suppose instead that U_A = U_B with W_A > W_B. Going out through B and in through A would then cost W_B and return W_A, a gain of W_A − W_B per circuit from a system in equilibrium at one temperature. The potential difference in the vacuum removes this gain.

For an infinite slab this path does not exist, since the two vacuum regions are never joined. That is why its vacuum can be free of field on both sides and still have two different levels. A real crystal has edges, and its vacuum is connected. Along any vacuum path from A to B the force must supply the full difference:

∫ ∇U · dl = U_B − U_A.

A finite crystal with unequal work functions is therefore surrounded by an electric field, even when it is neutral. The infinite slab, whose faces are separately neutral, has no such field, so the sources must be sought in the finite crystal.

**5. The finite crystal: where the charge comes from**

Take a very long square prism of side S = 2000 bohr, with facets A, B, A, B around it. It is neutral. The double layers are thin on this scale, so each facet is given its step D_A or D_B.

Consider first the double layers alone. In this two-dimensional geometry a line of electrons with unit density per length has energy −2 ln r. A double layer with p electrons per area times displacement, directed outward along **n**, has D = 4πp and produces at r

U_d(r) = p ∫ **n** · ∇' (−2 ln |r − r'|) ds'.

Since ∇' ln |r − r'| = (r' − r)/|r − r'|², this is

U_d(r) = −2p ∫ **n** · (r' − r)/|r − r'|² ds' = −2pα = −Dα/(2π),

where α is the angle under which the layer is seen, counted positive from its inner side.

The limit of equal layers is immediate. Inside, the angles add to 2π and U_d = −D everywhere; outside, they add to zero and U_d = 0. No further charge is needed. A test with the same step on all four facets confirmed this: neither surface charge nor an outside difference appeared, within rounding.

Unequal layers behave differently. Go to a point just inside the centre of an A facet. Its own facet is seen under the angle π, and the opposite A facet under 2 arctan(1/2) = 0.927. The two B facets share the rest, 2π − 4.069 = 2.214. Just inside the centre of a B facet the two sums are exchanged. The difference between these interior points is

U(near A) − U(near B) = −[(4.069 − 2.214)/(2π)] (D_A − D_B)

= −0.295 × 0.01358 = −0.00401 hartree,

in agreement with the Coulomb sum. But μ_b is the same throughout the bulk, so a nonuniform U would mean a nonuniform μ̄. Electrons must flow towards the region of lower U, here towards the A facets, until U_in is uniform. They settle at the surface, with a number q per area in excess of neutrality.

The sign holds for other shapes too. Consider a neutral crystal with two kinds of facet, W_A > W_B, and no other charges nearby. A harmonic function takes its extreme values on the boundary, which here includes infinity. Now average U over a sphere that encloses the crystal (for a very long prism, over a circle around it). The derivative of this average with respect to the radius is the flux of ∇U divided by the area, and the flux is zero for a neutral crystal. The average therefore equals U(∞) for every such sphere. If U(∞) were at or above U_A, it would be the largest value of all; U would lie below it everywhere at finite distance, and so would the average, which is a contradiction. A value at or below U_B is excluded in the same way. Neutrality therefore puts U(∞) between U_B and U_A. Then U_A is the maximum, U falls outward from A, and A carries excess electrons.

Gauss's law gives the amount. The slope of U changes by −4πq across the charge, and it is zero inside, so

dU/dn = −4πq just outside.

At the centre of an A facet q = 4.121 × 10⁻⁷ bohr⁻², hence −4πq = −5.179 × 10⁻⁶ hartree/bohr, the same as the slope found from the outside potential. The B facets carry the opposite charge. This is one electron on about 2.4 million square bohr. Divided by n̄, it corresponds to a layer of bulk electrons only 5 × 10⁻⁵ bohr thick.

So small a charge hardly changes the double layer itself. Placing it 3 bohr further in or out changes D by about 4πq × 3 bohr = 1.6 × 10⁻⁵ hartree, or 0.1% of D_A − D_B. This justifies the use of fixed steps at the facet centres, though not within atomic distances of an edge.

**6. How close is "just outside"?**

Near an edge use polar coordinates in the vacuum, with θ = 0 on A and θ = β on B, where β is the exterior angle. Try a U that depends on θ alone. Laplace's equation

∂²U/∂r² + (1/r) ∂U/∂r + (1/r²) ∂²U/∂θ² = 0

leaves ∂²U/∂θ² = 0, and the values on the two faces fix

U = U_A − (U_A − U_B) θ/β.

The force has the size

|∇U| = |W_A − W_B|/(βr).

On an arc of radius r the path has length βr, so the work between the faces is |W_A − W_B| for every r, as section 4 requires.

Further solutions that vanish on both faces can be added. They have the form r^(mπ/β) sin(mπθ/β), with m = 1, 2, …, and their forces vary as r^(mπ/β − 1), which is weaker than 1/r near the edge. For the square prism β = 3π/2. Reflection in the diagonal exchanges A and B and leaves only even m, so the first correction to the force is smaller than the leading term by a factor of order (r/S)^(4/3). At r = 40 bohr this is 0.02^(4/3) = 0.005. The wedge formula gives

0.01358/(1.5π × 40) = 7.204 × 10⁻⁵ hartree/bohr,

and the Coulomb sum on the bisector gives 7.158 × 10⁻⁵, lower by 0.6%. The deviation has the expected order; its coefficient was not derived. At atomic distances from the edge the 1/r law ends, because the facets no longer have sharp, separate double layers there.

The same solution makes "just outside" quantitative. At height d above A and distance x from the edge, with d much smaller than x, θ ≈ d/x, and U has moved from U_A towards U_B by a fraction d/(βx). The height must therefore be large compared with the electron tail and small compared with the distance to the edge.

Over the centres of the prism facets the difference U_A − U_B develops with height as follows:

4 bohr: 0.01354 hartree
40 bohr: 0.01317 hartree
400 bohr: 0.00965 hartree
4000 bohr: 0.00096 hartree

The first two values follow from the surface charge. U falls above A and rises above B, each at 5.179 × 10⁻⁶ hartree/bohr. At 40 bohr the difference has lost 2 × 40 × 5.179 × 10⁻⁶ = 0.00041 hartree, and 0.01358 − 0.00041 = 0.01317. At 400 bohr the height is comparable with the distance of 1000 bohr to the edges, and 29% of the difference is gone. At 4000 bohr 7% remains.

The 4 bohr entry belongs to the prism calculation, where the double layer has no thickness. On the jellium faces of the slabs this height still lies in the electron tail. If a facet is only a few bohr wide, no height satisfies both conditions, and a work function of that facet loses its meaning.

**7. The limit of large distance**

Far away there is one level, U(∞), and so one energy of extraction to infinity, U(∞) − μ̄, whichever facet the electron leaves by. The crystal is taken to be large enough that the charge left behind by one electron is negligible.

For the square prism, add to U(r) the same function rotated by 90°. The sum equals U_A + U_B just outside every facet. If the sum had a different value at infinity, it would rise everywhere, or fall everywhere, on leaving the surface, and by Gauss's law the prism would carry a net charge. The prism is neutral, so the sum is constant throughout the vacuum. At infinity it equals 2U(∞), hence

U(∞) = (U_A + U_B)/2,

U(∞) − μ̄ = (W_A + W_B)/2 = (0.13110 + 0.11752)/2 = 0.12431 hartree.

The prism calculation gives this value without using the symmetry argument. It places U_A at +0.00679 and U_B at −0.00679 hartree relative to infinity. Leaving through A costs 0.13110 and then returns 0.00679; leaving through B costs 0.11752 and then a further 0.00679. Both routes total 0.12431 hartree.

The equal weights follow from the symmetry that exchanges A and B in this prism. A second case is a neutral, nearly spherical crystal, with A facets on a fraction f of its surface and B facets on the rest. Let Ū(r) be the average of U over a concentric sphere of radius r. Its derivative is the flux of ∇U through the sphere divided by 4πr², and the flux is zero for a neutral body. So Ū does not depend on r, and equating its values at the surface and at infinity gives

U(∞) = f U_A + (1 − f) U_B,

U(∞) − μ̄ = f W_A + (1 − f) W_B.

For f = 1 this returns W_A, as it should. With both kinds of facet present, the extraction energy to infinity is an average over the crystal, while a work function belongs to one facet.

**8. What changes the result, and what does not**

A charged body nearby, or a net charge on the crystal, changes the outside field but not the equality of μ̄. If its field is weak enough to leave D_A and D_B unaltered, and if U is read close enough to each facet, U_A − U_B keeps its value. Adsorbed atoms change the steps; the relation then holds with the new work functions. It fails when μ̄ is not uniform, as when a current flows between the facets.

The local level is also the one that enters the Schottky-Mott rule. Put a semiconductor of electron affinity χ against facet i, and assume that contact alters neither surface double layer. At the interface its conduction band edge lies χ below the local vacuum level U_i, so the barrier for electrons is

(U_i − χ) − μ̄ = W_i − χ.

Under this assumption facets A and B of the model metal would give barriers that differ by 0.370 eV with the same semiconductor surface. A real contact rearranges charge at the interface, and the difference between the barriers then need not equal W_A − W_B. The values used here are collected in the numerical output below.

Table of computed values

```
density parameter r_s                    3.0 bohr
background density                       0.008842 bohr^-3
electron temperature kT                  0.010 hartree
terrace width of facet B                 4.0 bohr
slab thickness                           40.0 bohr
vacuum on each side                      15.0 bohr
grid spacing                             0.25 bohr
W_A from slab A|A                        0.13110 hartree
W_B from slab B|B                        0.11752 hartree
W_A - W_B from separate slabs            0.01358 hartree
W_A - W_B converted                      0.370 eV
U_A - U_B across slab A|B                0.01365 hartree
W_A from slab A|B                        0.13118 hartree
W_B from slab A|B                        0.11753 hartree
bulk term mu_b, centre of slab A|B       -0.04392 hartree
bulk term mu_b, uniform-gas formula      -0.04392 hartree
double-layer step D_A = W_A + mu_b       0.08718 hartree
double-layer step D_B = W_B + mu_b       0.07360 hartree
U(plateau) - U(8 bohr outside A)         1.16e-05 hartree
prism side                               2000 bohr
prism U_A - U_B at height      4 bohr    0.013539 hartree
prism U_A - U_B at height     40 bohr    0.013166 hartree
prism U_A - U_B at height    400 bohr    0.009654 hartree
prism U_A - U_B at height   4000 bohr    0.000962 hartree
prism U_A - U_B, zero-height limit       0.01358 hartree
prism U_A relative to infinity           0.00679 hartree
prism U_B relative to infinity           -0.00679 hartree
interior U(A)-U(B), no redistribution    -0.00401 hartree
excess electrons, centre of facet A      4.121e-07 bohr^-2
excess electrons, centre of facet B      -4.121e-07 bohr^-2
outward slope dU/dn at centre of A       -5.179e-06 hartree/bohr
-4 pi q at centre of A                   -5.179e-06 hartree/bohr
distance from edge for force test        40 bohr
edge force from Coulomb sum              7.1584e-05 hartree/bohr
edge force from wedge formula            7.2044e-05 hartree/bohr
extraction energy to infinity            0.12431 hartree
mean of W_A and W_B                      0.12431 hartree
```
